# Current and Capacitance of a Schottky Contact with a Low-Barrier Patch

## 1. What symmetry and dimensions fix

A metal contact of area $A$ on an n-type semiconductor has barrier $\phi_B$, measured from the metal Fermi level to the conduction-band edge at the interface. Switching lowers the barrier to $\phi_B-\Delta$ on a fraction $f$ of the area. How do the current and the capacitance respond at fixed voltage?

Suppose first that the patch is wide enough for each region to act as an independent planar contact. Currents then add in proportion to area:

$$\frac{I_{\rm on}}{I_{\rm off}}=1-f+f\,g,\qquad g=\frac{J(\phi_B-\Delta)}{J(\phi_B)} .$$

Electrons at the barrier top are dilute, so their flux is proportional to their occupation. Lowering the barrier by $\Delta$ is equivalent to raising the Fermi level by $\Delta$, which multiplies every dilute occupation by $e^{\Delta/kT}$. Hence $g=e^{\Delta/kT}$, provided that the prefactor of $J$ is the same in both regions. Section 7 estimates the effect of differences between them.

Capacitance per area is permittivity divided by a length. From the permittivity $\varepsilon$, the donor charge density $qN$ and the band bending $\psi$ in volts, the only length that can be formed is $\sqrt{\varepsilon\psi/(qN)}$. Capacitance therefore varies as $\psi^{-1/2}$. A patch enters the current with an exponential weight and the capacitance with a square-root weight.

The relevant limit is $f\to0$ and $\Delta/kT\to\infty$, with $y=f e^{\Delta/kT}$ held fixed:

$$\frac{I_{\rm on}}{I_{\rm off}}=1+y-f .$$

For $y\gg1$ the leading term is $y$, the patch current. The correction $+1$ is the current of the unchanged area, and $-f$ is the area the patch removes from it. For $y\ll1$ the patch is invisible. The crossover lies at $f\approx e^{-\Delta/kT}$.

At 300 K, $kT=0.025852$ eV, so $\Delta=0.5$ eV gives $\Delta/kT=19.341$ and $e^{\Delta/kT}=2.510\times10^8$. With $f=10^{-6}$, $y=251$ and the ratio is 252. The crossover fraction is $4.0\times10^{-9}$.

## 2. The thermionic current

Take one isotropic mass $m$, two spin states, and $p_z>0$ towards the metal. An electron at the barrier top has energy $\phi+p^2/2m$ above the Fermi level. With Boltzmann occupation, the one-way current density is

$$J_1=\frac{2q}{h^3}\int dp_x\,dp_y\int_0^\infty dp_z\,\frac{p_z}{m}\,e^{-(\phi+p^2/2m)/kT}.$$

The two transverse Gaussians give $2\pi mkT$. In the last integral, $u=p_z^2/2m$ has $du=p_z\,dp_z/m$, so it gives $\int_0^\infty e^{-u/kT}du=kT$. Thus

$$J_1=A^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qmk^2}{h^3}.$$

A forward voltage $V>0$ raises the semiconductor Fermi level by $qV$. Electrons leaving the semiconductor then see $\phi-qV$, while those leaving the metal still see $\phi$. Subtracting the two fluxes,

$$J=A^*T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right).$$

The prefactor and the voltage factor are common to both regions and cancel in the ratio, so the ideal ratio does not depend on the read voltage.

The temperature dependence reveals the patch. Let $\beta=1/kT$ and hold $f$, $\phi_B$ and $\Delta$ fixed. The saturation current $I_s$ obeys

$$\frac{I_s}{T^2}\propto(1-f)e^{-\beta\phi_B}+fe^{-\beta(\phi_B-\Delta)} .$$

Differentiating the logarithm gives the activation energy

$$E_a=-\frac{d\ln(I_s/T^2)}{d\beta}=\phi_B-\Delta\,\frac{y}{1-f+y},$$

which is the current-weighted mean barrier.

## 3. The depletion capacitance

Let $U(z)$ be the upward band bending in volts at depth $z$, zero in the bulk. The donors are uniform and the electrons follow Boltzmann statistics, with a flat Fermi level wherever their charge matters. Poisson's equation is

$$U''=\frac{qN}{\varepsilon}\left(1-e^{-qU/kT}\right).$$

Multiply by $U'$ and integrate from the bulk, where $U=U'=0$:

$$\frac{U'^2}{2}=\frac{qN}{\varepsilon}\left[U-\frac{kT}{q}\left(1-e^{-qU/kT}\right)\right].$$

At the interface $U=U_s\gg kT/q$ and the exponential is negligible. With $\psi=U_s-kT/q$, the interface field is

$$F=\sqrt{\frac{2qN\psi}{\varepsilon}} .$$

The charge per area is $\varepsilon F$, and its derivative with respect to $U_s$ is the capacitance per area:

$$\frac CA=\sqrt{\frac{q\varepsilon N}{2\psi}}=\frac{\varepsilon}{W},\qquad W=\sqrt{\frac{2\varepsilon\psi}{qN}},\qquad F=\frac{2\psi}{W}.$$

If $\zeta$ is the bulk distance from Fermi level to band edge, then $\psi_0=(\phi_B-\zeta)/q-V-kT/q$ for the uniform contact and $\psi_p=\psi_0-\Delta/q$ for the patch. Adding areas,

$$\frac{\delta C}{C}=f\left(\sqrt{\frac{\psi_0}{\psi_p}}-1\right).$$

For $\Delta\ll q\psi_0$ this becomes

$$\frac{\delta C}{C}\approx f\,\frac{\Delta}{2q\psi_0}\left(1+\frac{3\Delta}{4q\psi_0}\right).$$

In the opposite limit, $\psi_p\to0$, the square root diverges. The formula fails there, because it requires $\psi_p\gg kT/q$.

## 4. Numbers for a test cell

The contact area is 1 mm², so the patch covers 1 µm²; as a disc its radius is $R=564$ nm. Take $\phi_B=1.2$ eV, $N=10^{18}$ cm⁻³, static relative permittivity 100, the free-electron mass, mobility 10 cm²/Vs and a forward read voltage of 0.2 V.

The band density of states is $2.51\times10^{19}$ cm⁻³, hence $\zeta=kT\ln(25.1)=0.083$ eV. Then

$$\psi_0=1.2-0.083-0.2-0.026=0.891\ {\rm V},\qquad \psi_p=0.391\ {\rm V}.$$

The patch remains depleted, since $\psi_p$ is about 15 times $kT/q$. The depletion widths are 99 nm outside and 66 nm under the patch, and the fields are 0.180 and 0.119 MV/cm.

The ideal current rises from 1.7 to 432 pA. The capacitance is 8.92 nF and changes by

$$\frac{\delta C}{C}=10^{-6}(1.51-1)=5.1\times10^{-7},$$

or 4.5 fF. The patch also disturbs the depletion layer sideways over a distance of order $W$. To first order in $\Delta$ this leaves the total proportional to the patch area; the edge only weakens the higher-order part. The full Poisson–Boltzmann solution for this disc gives $4.9\times10^{-7}$, slightly below the planar value, and for much smaller discs the change approaches the first-order value $f\Delta/2q\psi_0=2.8\times10^{-7}$. Enlarging the radius from $R$ to $R+W$, which gives $7.0\times10^{-7}$, therefore errs on the high side. The change remains of order $f$.

A uniform contact would need a barrier lower by $kT\ln252=0.143$ eV to give the same current ratio. Its capacitance would then rise by $\sqrt{0.891/0.748}-1$, about 9%. Within this model, capacitance therefore separates a uniform change from a local one at equal current ratio. So does the activation energy: the patched contact has $E_a=0.702$ eV, although a single-barrier reading of its current at 300 K gives 1.057 eV. The second value absorbs the small area into an apparent barrier.

## 5. First correction in $W/R$: the patch edge

Near the patch edge, the surrounding high barrier raises the band in front of the low-barrier interface. This is pinch-off. For $R\gg W$ the edge is locally straight. Let $x$ be the distance into the patch.

The donor charge is fixed inside the depletion layer, so the potential change caused by the patch is harmonic there. At the depletion edge the unperturbed $U$ and $U'$ both vanish, so a small shift of that edge changes $U$ only to second order. To first order in $\Delta$, the energy change is therefore $-\Delta$ on the patch, zero on the rest of the interface, and zero at $z=W$.

The map $w=\exp[\pi(x+iz)/W]$ takes this strip to the upper half-plane. The patch becomes $w>1$, and the remaining boundary becomes $w<1$. The harmonic function $\theta=\arg(w-1)$ equals 0 on the former and $\pi$ on the latter, so the energy change is $-\Delta(1-\theta/\pi)$.

The unperturbed band is $q\psi_0(1-z/W)^2$. Relative to the patch interface, the band edge is

$$B(x,z)=-q\psi_0\left(\frac{2z}{W}-\frac{z^2}{W^2}\right)+\frac{\Delta}{\pi}\theta(x,z).$$

For small $z$, ${\rm Im}\,w\approx e^{\pi x/W}\pi z/W$ and ${\rm Re}(w-1)\approx e^{\pi x/W}-1$. Their ratio is $\theta$, so

$$\left.\frac{\partial B}{\partial z}\right|_{0}=\frac1W\left[-2q\psi_0+\frac{\Delta}{1-e^{-\pi x/W}}\right].$$

The slope is positive, and the band rises away from the metal, for

$$x<x_c=-\frac W\pi\ln\left(1-\frac{\Delta}{2q\psi_0}\right)\approx10\ {\rm nm}.$$

Let $b(x)\ge0$ be the maximum of $B$ over $z$. The local current falls by $e^{-b/kT}$, which is equivalent to removing a rim of width

$$\delta=\int_0^\infty\left(1-e^{-b(x)/kT}\right)dx .$$

Numerically $\delta=7.3$ nm. The patch current is multiplied by

$$\left(1-\frac\delta R\right)^2\approx1-\frac{2\delta}{R},$$

which is 0.974. Since $\delta$ scales with $W$ at fixed energy ratios, this is a correction of order $W/R$. It lowers the ratio from 252 to about 245.

The linear treatment is itself approximate here, because $\Delta/q\psi_0=0.56$. Far inside the patch it gives a field $(2\psi_0-\Delta/q)/W=0.129$ MV/cm, 9% above the planar value 0.119 MV/cm. The rim width is thus an estimate; the full Poisson–Boltzmann solution gives about 7.7 nm and a factor of 0.973. The field is also weakened over a wider rim, so once the image force of Section 7 is included the edge factor falls to about 0.92. These values assume unlimited electron supply along vertical paths. With the drift-diffusion supply of Section 7, solved in two dimensions in the linear potential, the weaker field near the edge also slows the supply: the rim widens to about 21 nm (factor 0.93), or about 34 nm (0.88) with image force.

## 6. The opposite limit: small patches

For a disc with $R\ll W$, the depletion edge is far away and the half-space solution applies. The on-axis potential is the boundary value weighted by the Poisson kernel:

$$z\int_0^R\frac{\rho\,d\rho}{(\rho^2+z^2)^{3/2}}=1-\frac{z}{\sqrt{z^2+R^2}} .$$

Relative to the patch interface, the band on the axis is

$$B(0,z)=-q\psi_0\left(\frac{2z}{W}-\frac{z^2}{W^2}\right)+\frac{\Delta z}{\sqrt{z^2+R^2}} .$$

Its initial slope is $-2q\psi_0/W+\Delta/R$, which changes sign at

$$R_c=\frac{W\Delta}{2q\psi_0}=28\ {\rm nm}.$$

Now divide the same 1 µm² into 3183 well-separated discs of radius 10 nm. The maximum of $B$ leaves an effective lowering of 0.317 eV at each centre instead of 0.5 eV. Applying it to the whole disc gives a ratio of

$$1+10^{-6}e^{0.3165/0.02585}\approx1.2 .$$

The axis is the easiest path, so using its barrier everywhere overstates the disc current in this electrostatic model. At fixed total area, the 250-fold rise has almost vanished. For well-separated patches, neglecting pinch-off is thus a condition on patch size, $R\gg R_c$, not on area fraction. $R_c$ moves with doping and bias (91 nm at $10^{17}$ cm⁻³, 8.5 nm at $10^{19}$ cm⁻³), and densely packed discs reinforce one another (a lowering of 0.37 eV at $f=0.3$).

## 7. Corrections from the weaker field under the patch

Three further effects depend on the interface field, which is smaller under the patch. In the estimates below each multiplies the ratio by a factor below one; for tunnelling that sign is not secure.

**Image force.** An electron at distance $z$ from the metal has image energy $-q^2/(16\pi\varepsilon_{\rm opt}z)$, so the barrier near the interface is

$$\phi-qFz-\frac{q^2}{16\pi\varepsilon_{\rm opt}z}.$$

Setting the derivative to zero gives $z_m=\sqrt{q/(16\pi\varepsilon_{\rm opt}F)}$. The two subtracted terms are then equal, and the lowering is

$$2qFz_m=q\sqrt{\frac{qF}{4\pi\varepsilon_{\rm opt}}} .$$

With optical relative permittivity 5, this is 0.0719 eV outside and 0.0585 eV on the patch. The ratio is multiplied by $e^{-0.0134/0.02585}=0.60$. Using the static value 100 would shrink both lowerings by $\sqrt{20}$ and give about 0.89. The choice matters, and the optical value assumes that the lattice cannot follow the passing electron. That is doubtful here: the chosen mobility implies a mean free path of only 0.6 nm, against $z_m\approx2$ nm, and diffusion over $z_m$ takes 80 to 150 fs ($z_m^2/2D$ to $z_m^2/D$ with $D=\mu kT/q$), longer than the 41 fs period of a 100 meV optical phonon. The two values are best read as brackets.

**Tunnelling.** An electron at energy $\epsilon$ below the top crosses with probability about $e^{-S}$, where $S=(2/\hbar)\int\sqrt{2m(E_c-E)}\,dz$. Put $t=1-z/W$ and $\eta=1-\epsilon/q\psi$. For the parabolic barrier,

$$S=\frac{2W\sqrt{2mq\psi}}{\hbar}\int_{\sqrt\eta}^1\sqrt{t^2-\eta}\,dt .$$

The antiderivative is $\frac12[t\sqrt{t^2-\eta}-\eta\ln(t+\sqrt{t^2-\eta})]$. Inserting $W$ then gives

$$S=\frac{q\psi}{E_{00}}\left[\sqrt{1-\eta}-\eta\ln\frac{1+\sqrt{1-\eta}}{\sqrt\eta}\right],\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

Here $E_{00}=1.86$ meV. Adding the Boltzmann-weighted flux below the top to the flux above it multiplies the current by

$$G=1+\int_0^{q\psi}e^{\epsilon/kT-S(\epsilon)}\frac{d\epsilon}{kT}.$$

This is 2.19 outside and 1.76 on the patch, a ratio factor of 0.81. It is rough. The semiclassical probability is least reliable near the top, where much of the current flows; the barrier here has a sharp top with no image rounding; reflection above the top is omitted, and at an abrupt step to the metal it can bring the total gain below one; and the 0.6 nm mean free path is shorter than the tunnelling width. The ratio of the two gains is more robust than either value, but only to about 20%: solving the Schrödinger equation with a step into a metal of Fermi energy 1 to 5 eV gives gains between 0.35 and 0.9, with a ratio near 0.8 for the sharp barrier and near 1.1 for the image-rounded one.

**Supply by drift and diffusion.** Thermionic emission assumes that the semiconductor replaces emitted electrons fast enough. Let $j$ be the particle flux towards the metal and $D=\mu kT/q$. Then

$$j=D\,e^{-E_c/kT}\frac{d}{dz}\left(n\,e^{E_c/kT}\right).$$

Multiply by $e^{[E_c-E_c(0)]/kT}/D$ and integrate across the layer. With $n_0$ the equilibrium density at the interface,

$$\frac{j}{v_D}=n_0e^{qV/kT}-n(0),\qquad \frac1{v_D}=\frac1D\int_0^We^{[E_c(z)-E_c(0)]/kT}dz .$$

Emission into the metal requires $j=v_R[n(0)-n_0]$, with $v_R=\sqrt{kT/2\pi m}$. Eliminating $n(0)$,

$$j=\frac{n_0v_R\left(e^{qV/kT}-1\right)}{1+v_R/v_D} .$$

In a strong field $v_D\approx\mu F$. Here $v_R=2.7\times10^4$ m/s, while $v_D$ is $1.8\times10^4$ m/s outside and $1.1\times10^4$ m/s on the patch. The supply factors are 0.40 and 0.30, and their ratio is 0.75.

Together with the edge factor,

$$0.974\times0.596\times0.807\times0.753=0.35,$$

which reduces the current ratio to roughly 90. The effects are not independent. Measured from its lowered top, the image-rounded barrier is wider than the sharp one (3.8 nm against 1.5 nm at $kT$ below the top, outside the patch), so the tunnelling gains drop to about 1.27 and 1.18 and the supply factors to about 0.28 and 0.20; with these the ratio comes out near 100 (94 with the edge factor 0.92 of Section 5). The product therefore gives only a scale. In energy it equals a change of only $kT\ln0.35\approx-0.027$ eV in $\Delta$.

The absolute currents move more. For the uniform contact, image force, tunnelling and supply evaluated on the image-rounded barrier multiply the ideal current by at most about $16\times1.27\times0.28\approx6$; the gain $G$ acts on $v_R$ and so enters as $G/(1+Gv_R/v_D)$, which gives about 4.7, and quantum reflection would lower this further; multiplying the separate sharp-barrier factors would overcount it. The picoampere values in Section 4 belong to the ideal model. So does the activation energy: with these corrections at fixed mobility it is about 0.63 eV instead of 0.702 eV, and 1.12 eV instead of 1.2 eV before switching.

## 8. Reading the estimate beside real devices

The parameters are round values for illustration and are not fitted to a device. They lie at the edge of band transport: the mobility implies a scattering broadening $\hbar/\tau\approx0.12$ eV, about $4.5\,kT$, and a mean free path below $kT/qF=1.4$ nm, so $A^*$, $v_R$ and the absolute currents are only indicative. The model is meant for a resistive-memory cell in which switching changes the barrier between a metal and a donor-doped oxide. A 1 mm² contact suits a laboratory test structure, not a dense memory. In a cell of 100 nm by 100 nm, one millionth of the area is 0.01 nm², less than an atom occupies, so this area fraction has no meaning there. A single disc of 10 nm radius would cover $f=0.03$ of such a cell, and the estimate of Section 6 then gives a ratio of several thousand. The result rests heavily on the assumption of a single wide patch: if the same low-barrier area consists of separate discs of 10 nm radius, the estimate in Section 6 moves the ratio from 252 to about 1.2. Charge trapping at the interface is also left out and could change both current and capacitance.

The exponential makes the ratio sensitive to its inputs. A further 0.05 eV of lowering multiplies the patch current by 6.9. At 85 °C, with $f$ and $\Delta$ fixed, the ideal ratio falls to 12, because heat helps the high barrier more than the low one.

Two other omissions are small for these numbers. Boltzmann statistics misstate the bulk electron density by 1.4%. The spreading resistance of a disc on a half-space, $1/(4qN\mu R)=2.8$ kΩ, drops about 1.2 µV at the ideal on-current. At 1 kHz the on-state conductance is $3\times10^{-4}$ of $\omega C$, so the admittance is mainly capacitive. That conductance is nevertheless nearly 600 times the change in $\omega C$ caused by the patch. Resolving the capacitance change would therefore require separating the two by phase, as well as a relative precision better than $5\times10^{-7}$. That precision corresponds to 2 mK in temperature at fixed permittivity and 0.9 µV in bias, and a series resistance of 3 Ω for the whole contact would, through the on-state conductance, shift the apparent capacitance by about $-1\times10^{-7}$. The remaining values are in the numerical output.

## Computed values

```
Temperature: 300 K; kT: 0.025852 eV
Barrier, uniform / patch: 1.20 / 0.70 eV
Barrier lowering: 0.50 eV; area fraction: 1.0e-06
Contact area: 1.00 mm2; patch: 1.00 um2
Patch radius: 564.2 nm
Doping: 1.0e+18 cm^-3; mobility: 10.0 cm2/Vs
Relative permittivity, static / optical: 100 / 5
Mass: 1.0 m_e; forward read bias: 0.20 V
Delta/kT: 19.3409; exp(Delta/kT): 2.5097e+08
Current ratio on/off: 251.97
Fraction for equal currents, approx.: 3.984e-09
Richardson constant: 120.17 A/cm2K2
Bias factor exp(qV/kT)-1: 2289.1
Current off / on: 1.7163 / 432.47 pA
Activation energy of lowered contact: 0.7020 eV
Single-barrier value from current: 1.0571 eV
Ratio at 358.15 K: 11.86
Ratio change for 0.05 eV more lowering: 6.92 times
Band density Nc: 2.509e+19 cm^-3; Ec-EF: 0.0833 eV
psi, uniform / patch: 0.8908 / 0.3908 V
Depletion width, uniform / patch: 99.23 / 65.73 nm
Interface field, uniform / patch: 0.1796 / 0.1189 MV/cm
Capacitance off: 8.9231 nF
Local capacitance ratio patch/uniform: 1.5097
Relative capacitance change: 5.097e-07
Capacitance change: 4.548 fF
Relative change with fringe allowance: 7.048e-07
Dead rim width from pinch-off: 7.31 nm
Patch-current factor, edge pinch-off: 0.974
Image lowering, uniform / patch: 0.0719 / 0.0585 eV
Ratio factor, image force: 0.596
Tunnelling energy E00: 1.857 meV
Tunnelling gain, uniform / patch: 2.185 / 1.763
Ratio factor, tunnelling: 0.807
Emission velocity: 2.690e+04 m/s
Diffusion velocity, uniform: 1.769e+04 m/s
Diffusion velocity, patch: 1.147e+04 m/s
Supply factor, uniform / patch: 0.397 / 0.299
Ratio factor, drift-diffusion: 0.753
Product of the four factors: 0.353
Rough corrected current ratio: 89.6
Carrier-density error, Boltzmann: 1.38 %
Spreading resistance: 2765.7 ohm
Spreading voltage drop: 1.196 uV
Conductance/(omega C) at 1 kHz: 2.99e-04
Critical radius for centre pinch-off: 27.85 nm
Small-disc radius: 10.0 nm; count: 3183
Effective lowering at small-disc centre: 0.3165 eV
Current ratio with small discs, rough: 1.207
```
